# Seaton's Coulomb functions: the energy-analytic and energy-normalised pairs: verification in Python

```python
# Seaton Coulomb functions for w'' + (eps + 2/r - l(l+1)/r^2) w = 0 (eps in Ry, r in bohr).
# kappa = (-eps)^(-1/2) (nu for eps<0, i/k for eps=k^2), m = 2l+1, A = prod_p (1+p^2 eps).
# y_lam = kappa^(lam+1/2) M_{kappa,lam}(2r/kappa)/Gamma(1+2lam);  f = y_{l+1/2};
# g = [A d y_lam/dlam + d y_{-lam}/dlam]/(2 pi) = (A/pi) f ln 2r + sum d_k r^(k-l).
# Under test: f, g entire in eps, W(f,g)=2/pi; h = -(g + G f), pi G = Q + A Phi,
# Q = A sum p eps/(1+p^2 eps), Phi = Re[psi(kappa)+1/(2kappa)-ln kappa];
# s = sqrt(B/2) f, c = h/sqrt(2B), B = A (eps<0), A/(1-exp(-2pi/k)) (eps>0);
# c+is ~ exp(i theta)/sqrt(pi k); s cos(pi nu) - c sin(pi nu) decays.
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import physical_constants
mp.mp.dps = 40
pi, I, half = mp.pi, mp.mpc(0, 1), mp.mpf(1)/2
RY_EV = physical_constants['Rydberg constant times hc in eV'][0]

def A_poly(e, l): return mp.fprod([1 + p*p*e for p in range(1, l+1)])
def Q_poly(e, l):
    return mp.fsum(p*e*mp.fprod([1+q*q*e for q in range(1, l+1) if q != p]) for p in range(1, l+1))
def Phi(kap): return mp.digamma(kap) + 1/(2*kap) - mp.log(kap)
def G_kappa(kap, l):
    e = -1/kap**2
    return (Q_poly(e, l) + A_poly(e, l)*Phi(kap))/pi
def kappa_of(e): return 1/mp.sqrt(-e) if e < 0 else I/mp.sqrt(e)
def G_real(e, l): return mp.re(G_kappa(kappa_of(e), l))
def B_fac(e, l): return A_poly(e, l)/(1 if e < 0 else 1 - mp.exp(-2*pi/mp.sqrt(e)))

def coefficients(e, l, N=80):
    m, A = 2*l+1, A_poly(e, l)
    al = [mp.mpf(2)**(l+1)/mp.factorial(m)]
    for j in range(1, N):
        al.append(-(2*al[j-1] + (e*al[j-2] if j > 1 else 0))/(j*(j+m)))
    P, dP = [1, -2], [0, 0]
    for k in range(2, m+1):
        P.append(-2*P[k-1] - e*(k-1)*(k-1-m)*P[k-2])
        dP.append(-2*dP[k-1] - e*(k-1)*((k-1-m)*dP[k-2] + P[k-2]))
    d = [-mp.factorial(2*l)/(2**l*pi)]
    for k in range(1, N):
        if k == m:
            d.append((-A*al[0]*(mp.digamma(m+1)+mp.digamma(1)) - dP[m]/(2**l*mp.factorial(m)))/pi)
            continue
        src = A/pi*(2*k-m)*al[k-m] if k > m else 0
        d.append(-(2*d[k-1] + (e*d[k-2] if k > 1 else 0) + src)/(k*(k-m)))
    return al, d

def fg(e, l, r):
    r = mp.mpf(r); al, d = coefficients(e, l); A = A_poly(e, l)
    f = g = fp = gp = 0
    x = r**(-l)
    for k in range(len(d)):
        g += d[k]*x; gp += (k-l)*d[k]*x/r
        t = al[k]*x*r**(2*l+1)
        f += t; fp += (k+l+1)*t/r
        x *= r
    L = mp.log(2*r)
    return f, fp, g + A/pi*L*f, gp + A/pi*(L*fp + f/r)

def sc(e, l, r):
    f, fp, g, gp = fg(e, l, r); G, B = G_real(e, l), B_fac(e, l)
    a, b = mp.sqrt(B/2), 1/mp.sqrt(2*B)
    return a*f, a*fp, -b*(g+G*f), -b*(gp+G*fp)

def y_whit(kap, lam, r):
    return (2*r)**(lam+half)*mp.exp(-r/kap)*mp.hyp1f1(lam+half-kap, 1+2*lam, 2*r/kap)*mp.rgamma(1+2*lam)
def A_gamma(kap, lam): return mp.gamma(kap+lam+half)*mp.rgamma(kap-lam+half)/kap**(2*lam)
def close(a, b, tol): assert abs(a-b) < tol*(1+abs(b)), (a, b)

# symbolic: A from the solvability of the irregular series, and P_m(-m) = -2^m A
E, MU = sp.symbols('eps mu')
for l in range(5):
    m = 2*l+1
    d = [-sp.factorial(2*l)/sp.Integer(2)**l]
    for k in range(1, m):
        d.append(sp.expand(-(2*d[k-1] + (E*d[k-2] if k > 1 else 0))/(k*(k-m))))
    A_sol = -(2*d[m-1] + (E*d[m-2] if m > 1 else 0))*sp.factorial(2*l)/2**(l+1)
    A_prod = sp.Mul(*[1+p*p*E for p in range(1, l+1)])
    assert sp.expand(A_sol - A_prod) == 0
    P = [sp.Integer(1), sp.Integer(-2)]
    for k in range(2, m+1):
        P.append(sp.expand(-2*P[k-1] - E*(k-1)*(MU+k-1)*P[k-2]))
    assert sp.expand(P[m].subs(MU, -m) + 2**m*A_prod) == 0
    if l in (1, 2, 3): print("A(eps,%d) =" % l, sp.expand(A_sol))
    if l == 1: print("l=1: P_3 =", P[3], "; dP_3/dmu =", sp.diff(P[3], MU))

# series against Whittaker functions; the limit in lambda is taken numerically (error O(dl))
dl, r = mp.mpf('1e-14'), mp.mpf(2)
for l in (0, 1, 2):
    lam = l + half
    for kap in (mp.mpf('2.5'), mp.mpf('1.3'), 2*I, mp.mpc('0.9', '0.7')):
        e = -1/kap**2; A = A_poly(e, l)
        f, fp, g, gp = fg(e, l, r)
        close(f, y_whit(kap, lam, r), 1e-28)
        close(y_whit(kap, -lam-dl, r), -A*f, 1e-11)
        close(f*gp - fp*g, 2/pi, 1e-28)
        dy = lambda sg: (y_whit(kap, sg*(lam+dl), r) - y_whit(kap, sg*(lam-dl), r))/(2*dl)
        close((A*dy(1) + dy(-1))/(2*pi), g, 1e-18)
        close((A_gamma(kap, lam+dl) - A_gamma(kap, lam-dl))/(4*pi*dl), G_kappa(kap, l), 1e-18)
        x = lam + dl
        eta = (A_gamma(kap, x)*mp.cos(2*pi*x)*y_whit(kap, x, r) - y_whit(kap, -x, r))/mp.sin(2*pi*x)
        close(eta, g + G_kappa(kap, l)*f, 1e-11)
        if mp.re(kap) == 0:
            close(mp.im(eta), mp.re(A*f)/(mp.exp(2*pi*mp.im(kap))-1), 1e-11)
        close(kap**(-l)*mp.gamma(l+1-kap)*mp.whitw(kap, lam, 2*r/kap)/pi,
              -(g + (G_kappa(kap, l) + A*mp.cot(pi*kap))*f), 1e-20)
    f0, _, g0, _ = fg(mp.mpf(0), l, r)
    close(f0, mp.sqrt(2*r)*mp.besselj(2*l+1, mp.sqrt(8*r)), 1e-28)
    close(g0, mp.sqrt(2*r)*mp.bessely(2*l+1, mp.sqrt(8*r)), 1e-25)
lam_t, kap = mp.mpf('0.3'), mp.mpf('2.5')
ya, yb = (lambda t: y_whit(kap, lam_t, t)), (lambda t: y_whit(kap, -lam_t, t))
close(ya(r)*mp.diff(yb, r) - mp.diff(ya, r)*yb(r), -2/pi*mp.sin(2*pi*lam_t), 1e-20)

# Cauchy mean on |eps|=rho: g built only from W, M, digamma, cot must return its eps=0 Bessel value
l, rho, N = 1, mp.mpf('1.3'), 24
kap_circ = lambda th: mp.exp(-I*(th-pi)/2)/mp.sqrt(rho)
def g_from_W(kap):
    fw = y_whit(kap, l+half, r); A = A_poly(-1/kap**2, l)
    Gd = A/(2*pi)*(mp.digamma(kap+l+1) + mp.digamma(kap-l) - 2*mp.log(kap))
    return -kap**(-l)*mp.gamma(l+1-kap)*mp.whitw(kap, l+half, 2*r/kap)/pi - (Gd + A*mp.cot(pi*kap))*fw
mean_g = mp.fsum(g_from_W(kap_circ(2*pi*(j+half)/N)) for j in range(N))/N
g_zero = mp.sqrt(2*r)*mp.bessely(3, mp.sqrt(8*r))
close(mean_g, g_zero, 1e-15)
with mp.workdps(20):
    mean_Gf = mp.quad(lambda th: G_kappa(kap_circ(th), l)*y_whit(kap_circ(th), l+half, r),
                      [0, pi, 2*pi], method='gauss-legendre')/(2*pi)
    cut = -mp.quad(lambda k: A_poly(k*k, l)*mp.re(y_whit(I/k, l+half, r))*2/k/(mp.exp(2*pi/k)-1),
                   [0.05, 0.3, 0.6, mp.sqrt(rho)], method='gauss-legendre')/pi
assert abs(mean_Gf - cut) < 1e-10 and abs(cut) > 1e-5
print("l=1, r=2 bohr, |eps|=1.3 Ry: mean g = %.12f, g(eps=0) = %.12f" % (mp.re(mean_g), g_zero))
print("  mean of G f = %.6e, cut integral = %.6e (G f at eps=0 is 0)" % (mp.re(mean_Gf), cut))

# Phi: common asymptotic series, monodromy, optimal truncation
term = lambda j, e: abs(mp.bernoulli(2*j))*e**j/(2*j)
for e in (mp.mpf('0.01'), mp.mpf('-0.01')):
    rem = mp.re(Phi(kappa_of(e))) - sum(term(j, e) for j in (1, 2, 3))
    assert abs(rem/term(4, e) - 1) < 0.03      # following term is 1.8 percent of this one
kz = mp.mpc('0.9', '-0.7')
close(Phi(-kz), Phi(kz) + pi*(mp.cot(pi*kz) - I), 1e-30)
e = mp.mpf('0.25'); jm = min(range(1, 40), key=lambda j: term(j, e))
err = mp.re(Phi(kappa_of(e))) - sum(term(j, e) for j in range(1, jm))
assert abs(err) < 2*term(jm, e) and term(30, e) > 1e6
print("Phi series, eps=0.25 Ry: smallest term j=%d, size %.3e, error %.3e, term j=30 %.3e"
      % (jm, term(jm, e), err, term(30, e)))

def rhs(e, l): return lambda t, u: [u[1], -(e + 2/t - l*(l+1)/t**2)*u[0]]
for l in (0, 2):
    a, b = fg(mp.mpf('-0.16'), l, 0.5), fg(mp.mpf('-0.16'), l, 3)
    sol = solve_ivp(rhs(-0.16, l), [0.5, 3], [float(a[2]), float(a[3])], method='DOP853', rtol=1e-12, atol=1e-13)
    close(sol.y[0, -1], b[2], 1e-8)

# eps>0: Coulomb F, G; eps<0: decaying combination and bound norm
for l in (0, 1, 2):
    for k in (mp.mpf('0.5'), mp.mpf('1.1')):
        s, sp_, c, cp = sc(k*k, l, r)
        close(s, mp.coulombf(l, -1/k, k*r)/mp.sqrt(pi*k), 1e-20)
        close(c, mp.coulombg(l, -1/k, k*r)/mp.sqrt(pi*k), 1e-20)
    nu = mp.mpf('2.7'); s, sp_, c, cp = sc(-1/nu**2, l, r)
    close(s*mp.cos(pi*nu) - c*mp.sin(pi*nu), (-1)**(l+1)*mp.sqrt(nu/2)*mp.whitw(nu, l+half, 2*r/nu)
          / mp.sqrt(mp.gamma(nu+l+1)*mp.gamma(nu-l)), 1e-20)
    n = mp.mpf(3)
    norm = A_poly(-1/n**2, l)/2*mp.quad(lambda t: y_whit(n, l+half, t)**2, [0, 10, 30, 80, 200])
    close(norm, n**3/2, 1e-20)
print("n=3: integral of s^2 dr = %.10f 1/Ry" % norm)

# outward integration: amplitude, phase and the energy-normalisation kernel
l, k1, k2, R = 1, mp.mpf('0.5'), mp.mpf('0.501'), 2000.0
u1, u2 = sc(k1**2, l, r), sc(k2**2, l, r)
with mp.workdps(20):
    I0 = mp.quad(lambda t: mp.re(y_whit(I/k1, 1.5, t)*y_whit(I/k2, 1.5, t)), [0, 2], method='gauss-legendre')
I0 *= mp.sqrt(B_fac(k1**2, l)*B_fac(k2**2, l))/2
e1, e2 = float(k1**2), float(k2**2)
def big(t, u):
    v = 2/t - l*(l+1)/t**2
    return [u[1], -(e1+v)*u[0], u[3], -(e1+v)*u[2], u[5], -(e2+v)*u[4], u[0]*u[4]]
start = [float(x) for x in (*u1, u2[0], u2[1], I0)]
end = solve_ivp(big, [2.0, R], start, method='DOP853', rtol=1e-11, atol=1e-12).y[:, -1]
theta = lambda k: k*R + mp.log(2*k*R)/k - l*pi/2 + mp.im(mp.loggamma(l+1-I/k))
lead = mp.exp(I*theta(k1))/mp.sqrt(pi*k1); num = mp.mpc(end[2], end[0])
assert abs(num/lead - 1) < 5e-3                # O(1/kR) correction is 3e-3
assert abs(num/(lead*(1 - (l+1-I/k1)*(-l-I/k1)/(-2*I*k1*R))) - 1) < 5e-5
kern = mp.sin(theta(k2)-theta(k1))/(pi*(k2**2-k1**2))
assert abs(end[6] - kern) < 0.01/(pi*(e2-e1))  # bounded and O(1/k^2 R) terms below 1 percent
print("R=2000 bohr, k=0.5/bohr: pi k (s^2+c^2) = %.6f, phase error = %.3e rad"
      % (pi*k1*abs(num)**2, mp.arg(num/lead)))
print("  overlap k=0.5,0.501: %.2f 1/Ry; sin(dtheta)/(pi deps) = %.2f 1/Ry" % (end[6], kern))

# worked example
l = 1
for e in (mp.mpf('-0.16'), mp.mpf('0.25')):
    f, fp, g, gp = fg(e, l, r); s, sp_, c, cp = sc(e, l, r); al, d = coefficients(e, l); G = G_real(e, l)
    close(c*sp_ - cp*s, 1/pi, 1e-28)
    print("l=1, r=2 bohr, eps=%.2f Ry (%.4f eV), |kappa|=%.4f" % (e, e*RY_EV, abs(kappa_of(e))))
    print("  A=%.6f Q=%.6f Phi=%.9f G=%.9f B=%.9f" % (A_poly(e, l), Q_poly(e, l), mp.re(Phi(kappa_of(e))), G, B_fac(e, l)))
    print("  alpha0..2 = %.6f %.6f %.6f" % tuple(al[:3]))
    print("  d0..4 = %.6f %.6f %.6f %.6f %.6f" % tuple(d[:5]))
    print("  f=%.9f g=%.9f h=%.9f (bohr, Ry units)" % (f, g, -(g+G*f)))
    print("  f'=%.9f g'=%.9f W(f,g)=%.9f" % (fp, gp, f*gp-fp*g))
    print("  s=%.9f c=%.9f W(c,s)=%.9f" % (s, c, c*sp_-cp*s))
print("eps=0.25 Ry: Im G_kappa = %.6e, B-A = %.6e" % (mp.im(G_kappa(2*I, 1)), B_fac(e, 1)-A_poly(e, 1)))

r0 = 1
def Y_core(e):
    v = fg(e, l, r0); return v[0]/v[2]
def defect(e, keep=1):
    Y = Y_core(e); return mp.atan(B_fac(e, l)*Y/(1 + keep*G_real(e, l)*Y))/pi
def shoot(nu):
    o = solve_ivp(rhs(-1/nu**2, l), [4*nu*nu+25*nu, r0], [1.0, -1/nu], method='DOP853', rtol=1e-11, atol=1e-12).y
    return o[0, -1]/np.hypot(o[0, -1], o[1, -1])
print("hard core r0=1 bohr, l=1")
for n in (2, 3, 4):
    nu = mp.findroot(lambda v: v + defect(-1/v**2) - n, (n+0.1, n+0.12))
    nu0 = mp.findroot(lambda v: v + defect(-1/v**2, 0) - n, (n+0.1, n+0.12))
    nus = brentq(shoot, n, n+0.4, xtol=1e-12)
    assert abs(nu - nus) < 1e-8 and abs(nu0 - nus) > 1e-6
    e = -1/nu**2
    print("  n=%d: nu=%.8f shooting=%.8f without G=%.8f" % (n, nu, nus, nu0))
    print("       eps=%.8f Ry (%.5f eV) A=%.6f G=%.6f Y=%.6f mu=%.6f"
          % (e, e*RY_EV, A_poly(e, l), G_real(e, l), Y_core(e), n-nu))
mu0 = mp.atan(mp.besselj(3, mp.sqrt(8))/mp.bessely(3, mp.sqrt(8)))/pi
for e in (mp.mpf('1e-6'), mp.mpf('-1e-6')): close(defect(e), mu0, 1e-5)
e = mp.mpf('0.25')
close(mp.tan(pi*defect(e)), -mp.coulombf(1, -2, half)/mp.coulombg(1, -2, half), 1e-20)
print("  threshold: Y=%.6f mu=%.6f" % (Y_core(mp.mpf(0)), mu0))
print("  eps=0.25 Ry: Y=%.6f delta/pi=%.6f delta=%.6f rad" % (Y_core(e), defect(e), pi*defect(e)))
print("done: every assertion held")
```

Printed output:

```
A(eps,1) = eps + 1
l=1: P_3 = 6*eps*mu + 10*eps - 8 ; dP_3/dmu = 6*eps
A(eps,2) = 4*eps**2 + 5*eps + 1
A(eps,3) = 36*eps**3 + 49*eps**2 + 14*eps + 1
l=1, r=2 bohr, |eps|=1.3 Ry: mean g = -0.364044231907, g(eps=0) = -0.364044231907
  mean of G f = -3.738089e-04, cut integral = -3.738089e-04 (G f at eps=0 is 0)
Phi series, eps=0.25 Ry: smallest term j=7, size 5.086e-06, error -6.597e-07, term j=30 3.094e+14
n=3: integral of s^2 dr = 13.5000000000 1/Ry
R=2000 bohr, k=0.5/bohr: pi k (s^2+c^2) = 0.998007, phase error = 2.998e-03 rad
  overlap k=0.5,0.501: 292.22 1/Ry; sin(dtheta)/(pi deps) = 292.08 1/Ry
l=1, r=2 bohr, eps=-0.16 Ry (-2.1769 eV), |kappa|=2.5000
  A=0.840000 Q=-0.160000 Phi=-0.013134091 G=-0.054441379 B=0.840000000
  alpha0..2 = 0.666667 -0.333333 0.077333
  d0..4 = -0.318310 -0.318310 -0.292845 -0.095552 0.147471
  f=0.936416825 g=-0.444746747 h=0.495726570 (bohr, Ry units)
  f'=0.418141337 g'=0.481252324 W(f,g)=0.636619772
  s=0.606867463 c=0.382461352 W(c,s)=0.318309886
l=1, r=2 bohr, eps=0.25 Ry (3.4014 eV), |kappa|=2.0000
  A=1.250000 Q=0.250000 Phi=0.021444335 G=0.088109901 B=1.250004359
  alpha0..2 = 0.666667 -0.333333 0.050000
  d0..4 = -0.318310 -0.318310 -0.358099 -0.219873 0.298104
  f=0.749364919 g=-0.228107682 h=0.162081213 (bohr, Ry units)
  f'=0.131294195 g'=0.809579609 W(f,g)=0.636619772
  s=0.592426018 c=0.102508981 W(c,s)=0.318309886
eps=0.25 Ry: Im G_kappa = 4.359193e-06, B-A = 4.359193e-06
hard core r0=1 bohr, l=1
  n=2: nu=2.11030164 shooting=2.11030164 without G=2.11410494
       eps=-0.22454890 Ry (-3.05514 eV) A=0.775451 G=-0.076000 Y=-0.482740 mu=-0.110302
  n=3: nu=3.12506037 shooting=3.12506037 without G=3.12691786
       eps=-0.10239604 Ry (-1.39317 eV) A=0.897604 G=-0.035008 Y=-0.469299 mu=-0.125060
  n=4: nu=4.13019564 shooting=4.13019564 without G=4.13128298
       eps=-0.05862175 Ry (-0.79759 eV) A=0.941378 G=-0.020115 Y=-0.464766 mu=-0.130196
  threshold: Y=-0.458916 mu=-0.136951
  eps=0.25 Ry: Y=-0.436531 delta/pi=-0.164303 delta=-0.516174 rad
done: every assertion held
```
